# Negative-Energy States and Langevin Diamagnetism in No-Pair Calculations

**Q.** I work with the no-pair approximation: positive-energy projectors surround the Hamiltonian, so electrons never enter negative-energy states. When I compute a magnetizability, I therefore drop those states from the sum over states too. They lie about \(2mc^2\) below the electrons, so their share should be tiny. What could go wrong?

**A.** The size of a second-order term depends on its numerator as well as its denominator. Let us write the perturbation down before judging the gap.

Take one electron of charge \(-e\) in a static central potential energy \(v(r)\), with energies measured from \(mc^2\):

\[
h_0=c\,\boldsymbol\alpha\cdot\mathbf p+(\beta-1)mc^2+v .
\]

A magnetic field replaces \(\mathbf p\) by \(\mathbf p+e\mathbf A\). Since \(h_0\) is linear in \(\mathbf p\), the result is

\[
h(B)=h_0+V,\qquad V=ec\,\boldsymbol\alpha\cdot\mathbf A,\qquad \mathbf A=\tfrac12\mathbf B\times\mathbf r ,
\]

with the field along \(z\) and the origin at the nucleus. There is no \(A^2\) term. In the Schrödinger Hamiltonian, \((\mathbf p+e\mathbf A)^2/2m\) contains \(e^2A^2/2m\), which is the source of diamagnetism. Here the whole energy of order \(B^2\) must come from second-order perturbation theory:

\[
E_2=\sum_{n\neq0}\frac{|\langle n|V|0\rangle|^2}{E_0-E_n}\equiv-\tfrac12\,\xi B^2 .
\]

The magnetizability \(\xi\) is negative for a diamagnet. An ordinary ground state has \(E_0<E_n\) for every positive-energy \(n\) that \(V\) reaches (\(V\) conserves \(m_j\), so the degenerate partner with opposite \(m_j\) is not among them), and those states can only lower the energy. A diamagnetic increase has to come from states below.

**Q.** But the sea is filled. An electron cannot make a virtual transition into an occupied state, so surely those terms are forbidden.

**A.** The filled sea has a response of its own, and the electron changes it. For independent electrons, the vacuum's second-order energy contains, for each sea state \(s\) and each empty positive-energy state \(k\), the term \(|V_{ks}|^2/(E_s-E_k)\). Once orbital \(0\) is occupied, the excitation \(s\to0\) is blocked. Relative to the vacuum, the energy changes by minus the lost term:

\[
-\frac{|V_{0s}|^2}{E_s-E_0}=+\frac{|V_{0s}|^2}{E_0-E_s}.
\]

This is what the formal one-electron sum assigns to state \(s\), with the same sign. The sum therefore stands, although its physical reading is a blocked pair excitation.

**Q.** Then how large is it? I still see \(2mc^2\) in the denominator.

**A.** Write the occupied state as \((\varphi,\chi)\), large component first. The second row of the Dirac equation gives

\[
c\,\boldsymbol\sigma\cdot\mathbf p\,\varphi=(2mc^2+E_0-v)\chi
\quad\Rightarrow\quad
\chi\simeq\frac{\boldsymbol\sigma\cdot\mathbf p\,\varphi}{2mc},
\]

where \(E_0\) and \(v\) are neglected beside \(2mc^2\). That is a leading-order step; it fails very close to a point nucleus, a region of little weight here.

For a negative-energy state \((f_n,\eta_n)\), the lower component dominates. With \(E_n\simeq-2mc^2\), the first row gives

\[
c\,\boldsymbol\sigma\cdot\mathbf p\,\eta_n=(E_n-v)f_n
\quad\Rightarrow\quad
f_n\simeq-\frac{\boldsymbol\sigma\cdot\mathbf p\,\eta_n}{2mc}.
\]

The matrix \(\boldsymbol\alpha\) connects upper with lower components, so

\[
\langle n|V|0\rangle=ec\big[\langle\eta_n|\boldsymbol\sigma\cdot\mathbf A|\varphi\rangle+\langle f_n|\boldsymbol\sigma\cdot\mathbf A|\chi\rangle\big].
\]

The second term contains two factors of order \(1/c\) and is dropped. The first is of order \(c\), so its square grows as \(c^2\) and compensates the gap.

To leading order the \(\eta_n\) form a complete orthonormal set of two-component functions. The function \(\boldsymbol\sigma\cdot\mathbf A\,\varphi\) is smooth on the atomic scale, so the states that carry the weight have momenta far below \(mc\), and their gap is \(2mc^2\) to leading order. Closure then gives

\[
E_-=\frac{e^2c^2}{2mc^2}\sum_{n}|\langle\eta_n|\boldsymbol\sigma\cdot\mathbf A|\varphi\rangle|^2
=\frac{e^2}{2m}\langle\varphi|(\boldsymbol\sigma\cdot\mathbf A)^2|\varphi\rangle .
\]

From \((\boldsymbol\sigma\cdot\mathbf a)(\boldsymbol\sigma\cdot\mathbf b)=\mathbf a\cdot\mathbf b+i\boldsymbol\sigma\cdot(\mathbf a\times\mathbf b)\), and because the components of \(\mathbf A(\mathbf r)\) commute, \((\boldsymbol\sigma\cdot\mathbf A)^2=A^2\). Hence

\[
E_-=\frac{e^2}{2m}\langle A^2\rangle .
\]

This is the complete diamagnetic term of the Schrödinger theory, at leading relativistic order.

**Q.** And the Langevin formula follows by averaging?

**A.** Yes. For a field along \(z\),

\[
A^2=\tfrac14|\mathbf B\times\mathbf r|^2=\tfrac14B^2(x^2+y^2).
\]

In a spherical density \(\langle x^2\rangle=\langle y^2\rangle=\langle r^2\rangle/3\), so \(\langle A^2\rangle=B^2\langle r^2\rangle/6\). Therefore

\[
E_-=\frac{e^2B^2}{12m}\langle r^2\rangle,\qquad
\xi_-=-\frac{2E_-}{B^2}=-\frac{e^2}{6m}\langle r^2\rangle .
\]

For hydrogen 1s, an explicit sum over the negative-energy states of a finite basis gives \(\xi_-=-0.49996\) in atomic units (\(e^2a_0^2/m\)). The Langevin formula with the Dirac value \(\langle r^2\rangle=2.99991\,a_0^2\) gives \(-2.99991/6=-0.49998\). The result can be split into its two ingredients, with the mean gap defined as the summed weight divided by \(E_-\): the summed weight \(\sum|\langle n|V|0\rangle|^2\) is \(0.999973\) of \(e^2c^2\langle A^2\rangle\), and the mean gap is \(1.000013\) times \(2mc^2\).

**Q.** What do the positive-energy states supply, then? I had assumed that they carried the physics.

**A.** They carry the paramagnetic part. For a positive-energy state \((\varphi_n,\chi_n)\), both cross terms have the same order. Inserting \(\chi=\boldsymbol\sigma\cdot\mathbf p\,\varphi/2mc\), and likewise for \(\chi_n\), gives

\[
\langle n|V|0\rangle=\frac{e}{2m}\langle\varphi_n|\,\boldsymbol\sigma\cdot\mathbf A\,\boldsymbol\sigma\cdot\mathbf p+\boldsymbol\sigma\cdot\mathbf p\,\boldsymbol\sigma\cdot\mathbf A\,|\varphi\rangle .
\]

The product rule for \(\boldsymbol\sigma\) turns the operator into

\[
\mathbf A\cdot\mathbf p+\mathbf p\cdot\mathbf A+i\boldsymbol\sigma\cdot(\mathbf A\times\mathbf p+\mathbf p\times\mathbf A).
\]

Acting on a function \(\psi\),

\[
\mathbf p\times(\mathbf A\psi)=-i\hbar(\nabla\times\mathbf A)\psi-i\hbar(\nabla\psi)\times\mathbf A=-i\hbar\mathbf B\psi-\mathbf A\times\mathbf p\,\psi ,
\]

so the last bracket is \(-i\hbar\mathbf B\), and the spin term is \(\hbar\boldsymbol\sigma\cdot\mathbf B\). Since \(\nabla\cdot\mathbf A=0\), the first two terms equal \(2\mathbf A\cdot\mathbf p=\mathbf B\cdot(\mathbf r\times\mathbf p)=BL_z\). With \(S_z=\hbar\sigma_z/2\),

\[
\langle n|V|0\rangle=\frac{eB}{2m}\langle\varphi_n|L_z+2S_z|\varphi\rangle .
\]

This operator alters neither the radial function nor \(l\). From a 1s state it reaches no other level, so the second-order paramagnetic part vanishes at this order. In the hydrogen calculation it is about \(8\times10^{-10}\) atomic units.

**Q.** So a no-pair calculation would make hydrogen almost non-magnetizable at second order. That would condemn the approximation itself, wouldn't it?

**A.** It condemns a projector frozen at zero field. The negative-energy admixture is what the field does to the small component. First-order perturbation theory adds negative-energy states with amplitudes \(\langle n|V|0\rangle/(E_0-E_n)\), so by closure the added lower component is

\[
\delta\chi=\sum_n\eta_n\frac{ec\langle\eta_n|\boldsymbol\sigma\cdot\mathbf A|\varphi\rangle}{2mc^2}
=\frac{e\,\boldsymbol\sigma\cdot\mathbf A\,\varphi}{2mc}.
\]

Together with the original \(\chi\), this makes

\[
\chi+\delta\chi=\frac{\boldsymbol\sigma\cdot(\mathbf p+e\mathbf A)\varphi}{2mc},
\]

the small component that belongs to the kinetic momentum in the field. A frozen projector forbids this adjustment.

If the projector is instead built from the positive-energy eigenstates of \(h(B)\), the electron's state in the field lies inside the projected space. "Positive energy" then refers to the Hamiltonian with the field, and diamagnetism survives.

A finite-field diagonalization for hydrogen shows the difference. The combination \([E(B)+E(-B)-2E(0)]/B^2\) removes the linear Zeeman shift and tends to \(-\xi\) as \(B\to0\). The matrix is built from the \(s_{1/2}\) and \(d_{3/2}\) states with \(m_j=\tfrac12\), which are all that order \(B^2\) requires. At \(B=0.05\) atomic units, with both positive- and negative-energy states kept, it gives \(0.4988\). The matrix restricted to the field-free positive-energy states gives zero to the five decimals printed. The first value falls slightly short of the zero-field limit \(-\xi=0.49996\). That difference is not analysed here and is not a converged finite-field correction, because channels such as \(d_{5/2}\), which enter beyond order \(B^2\), are left out.

**Q.** Could I keep the frozen projector and add \(e^2A^2/2m\) by hand?

**A.** At leading order, yes: that operator stands in for the omitted negative-energy sum. You must not add it when those states are already included, because the diamagnetic term would then be counted twice. In a self-consistent response calculation, the alternative is to allow rotations between occupied and negative-energy orbitals.

**Q.** My intuition about the gap came from electric polarizabilities. Was it wrong there as well?

**A.** There it serves you well. A scalar perturbation \(w(\mathbf r)\) connects large with large and small with small, so for a negative-energy state

\[
\langle n|w|0\rangle=\langle f_n|w|\varphi\rangle+\langle\eta_n|w|\chi\rangle
\simeq\frac{1}{2mc}\langle\eta_n|\,w\,\boldsymbol\sigma\cdot\mathbf p-\boldsymbol\sigma\cdot\mathbf p\,w\,|\varphi\rangle .
\]

The operator equals \(i\hbar\,\boldsymbol\sigma\cdot\nabla w\). For a \(w\) that is smooth on the atomic scale, such as that of a uniform electric field, the element is of order \(1/c\), and closure gives \(\hbar^2\langle|\nabla w|^2\rangle/8m^3c^4\). This is of order \(1/c^4\), whereas the magnetic term is of order \(c^2/c^2=1\). The estimate needs \(\langle|\nabla w|^2\rangle\) to be finite. For \(w\propto1/r\) and an s state it diverges, momenta of order \(mc\) take over, and the term is of order \(1/c^3\): larger, but still small.

**Q.** Is the division into positive-energy paramagnetism and negative-energy diamagnetism at least unique?

**A.** No, it depends on the gauge origin. Moving the origin to \(\mathbf R\) adds the constant vector \(\mathbf a=-\tfrac12\mathbf B\times\mathbf R\) to \(\mathbf A\). In \(\langle(\mathbf A+\mathbf a)^2\rangle\), the cross term vanishes because \(\langle\mathbf r\rangle=0\), so \(E_-\) gains \(e^2a^2/2m\).

The complete sum cannot change. Let \(\mathbf a\) point along an axis called \(z\) for this argument. From \([h_0,z]=-i\hbar c\alpha_z\),

\[
\langle n|c\alpha_z|0\rangle=\frac{i}{\hbar}(E_n-E_0)z_{n0},
\]

and hence

\[
e^2a^2\sum_n\frac{|\langle n|c\alpha_z|0\rangle|^2}{E_0-E_n}
=-\frac{e^2a^2}{\hbar^2}\sum_n(E_n-E_0)|z_{n0}|^2 .
\]

Expanding the double commutator and inserting a complete set gives

\[
\langle0|[[h_0,z],z]|0\rangle=2E_0\langle z^2\rangle-2\sum_nE_n|z_{n0}|^2=-2\sum_n(E_n-E_0)|z_{n0}|^2 .
\]

The left side is zero, because \([h_0,z]\) is proportional to \(\alpha_z\), which commutes with \(z\). The positive-energy sum must therefore lose what the negative-energy sum gains. Terms mixing \(\mathbf a\) with the original \(\mathbf A\) vanish in the central potential, since the two perturbations lead to states of opposite parity. For hydrogen and a unit constant vector, the two parts are \(+0.49998\) and \(-0.49998\) hartree. Dropping the negative-energy states thus also destroys gauge-origin independence.

**Q.** You keep saying "leading order". How good is the Langevin formula for a heavier atom?

**A.** Define the deficit as \(1-\xi_-/\xi_{\rm L}\), where \(\xi_{\rm L}\) is the Langevin value computed with the Dirac \(\langle r^2\rangle\). For a hydrogen-like 1s state it is \(0.0040\) at \(Z=10\) and \(0.0158\) at \(Z=20\). The ratio is \(3.97\), close to the factor of four expected from a correction of order \((Z\alpha_{\rm fs})^2\), where \(\alpha_{\rm fs}\) is the fine-structure constant. At \(Z=10\) the deficit is \(0.75(Z\alpha_{\rm fs})^2\), a numerical coefficient that I have not derived here.

**Q.** What happens in an atom with many electrons?

**A.** For a closed-shell atom in a mean field, add the orbital contributions. Transitions between two occupied orbitals \(i\) and \(j\) cancel:

\[
\frac{|V_{ij}|^2}{E_i-E_j}+\frac{|V_{ji}|^2}{E_j-E_i}=0 .
\]

At leading order \(L_z+2S_z\) connects an orbital only with members of its own \(nl\) shell, all of which are occupied. The paramagnetic part therefore vanishes again, apart from a relativistic remainder. The negative-energy part is the Langevin formula with \(\langle r^2\rangle\) summed over all electrons.

Strontium is a suitable case, with a closed but diffuse 5s shell. I use four-component Kohn–Sham theory with local-density exchange and a point nucleus. The magnetic field is odd under time reversal and the density is even, so a closed shell has no first-order density change. The exchange potential depends on density alone, so the mean field does not change at first order either, and the uncoupled sum is the full response of this model.

Some subshells are listed here, with \(\langle r^2\rangle\) per electron in \(a_0^2\) and \(\xi_-\) per subshell in atomic units:

| Subshell | \(\langle r^2\rangle\) | \(\xi_-\) | \(\xi_-/\xi_{\rm L}\) |
|---|---:|---:|---:|
| 1s\(_{1/2}\) | 0.00207 | −0.00065 | 0.9466 |
| 3d\(_{5/2}\) | 0.3056 | −0.3051 | 0.9981 |
| 4p\(_{3/2}\) | 2.913 | −1.942 | 0.9999 |
| 5s\(_{1/2}\) | 22.33 | −7.443 | 1.0000 |

For 5s the Langevin arithmetic is \(-2\times22.33/6=-7.443\). This shell supplies 62 percent of \(\xi_-\), so any error in its calculated extent enters the result directly. The 1s deficit is about 5 percent of that subshell's Langevin value, but the subshell hardly matters to the total.

Over all electrons \(\langle r^2\rangle=71.66\,a_0^2\), and

\[
\xi_{\rm L}=-\frac{71.66}{6}=-11.943,\qquad \xi_-=-11.942
\]

in atomic units. Before rounding, the magnitude of \(\xi_-\) is 0.015 percent below the Langevin value.

**Q.** And my calculation, with the negative-energy states removed?

**A.** It would give \(\xi_+=+0.0004\) atomic units: the diamagnetism is gone, and a minute paramagnetism remains. The complete value is

\[
\xi=\xi_-+\xi_+=-11.94\ \text{atomic units}=-942\times10^{-30}\ \mathrm{J/T^2}.
\]

This is a model value. It depends on the local approximation to exchange: Dirac–Fock exchange gives a more diffuse 5s shell and a total \(\langle r^2\rangle\) of about \(74.3\,a_0^2\), hence a Langevin value near \(-12.4\), about 4 percent larger in magnitude. It also leaves out correlation, the Breit interaction, any dependence of exchange on currents, radiative corrections, nuclear size and recoil. The numerical check checks the sums and the frozen-projector result numerically.

**Q.** Then what may I still say about no-pair calculations?

**A.** You may say that the electrons occupy positive-energy states of a specified Dirac Hamiltonian. When a magnetic field is applied, that Hamiltonian changes, and its positive-energy space changes with it. In the field-free basis, that change appears as negative-energy terms in the response, and for the magnetizability they are of order one.

## Computed values

```
speed of light c = 137.035999 a.u.
Z=1 1s: energy -0.500007 hartree, <r^2> 2.999907 bohr^2
  xi negative -0.4999645, Langevin -0.4999845 a.u.
  xi positive 8.23e-10 a.u., deficit 3.994e-05
  sea weight/(c^2<A^2>) 0.999973, mean gap/(2c^2) 1.000013
  finite field B = 0.05 a.u.: curvature full 0.49876, frozen projector -0.00000 a.u.
  unit constant A: negative 0.499978, positive -0.499978, sum 4.5e-13 hartree
Z=10 1s: energy -50.066742 hartree, <r^2> 0.029907 bohr^2
  xi negative -0.0049646, Langevin -0.0049845 a.u.
  xi positive 8.06e-08 a.u., deficit 3.983e-03
Z=20 1s: energy -201.076523 hartree, <r^2> 0.007407 bohr^2
  xi negative -0.0012149, Langevin -0.0012344 a.u.
  xi positive 3.08e-07 a.u., deficit 1.581e-02
deficit ratio Z=20 to Z=10: 3.9696
deficit/(Z alpha)^2 at Z=10: 0.7479
Be <r^2>: splines 17.9230, Gaussians 17.9237 bohr^2
Sr subshell: energy/hartree, <r^2>/bohr^2 per electron,
  xi negative/a.u. per subshell, ratio to Langevin
  1s1/2: -584.4564, 0.00207, -0.00065, 0.94658
  2s1/2: -79.0819, 0.03511, -0.01165, 0.99573
  3s1/2: -12.1572, 0.27930, -0.09304, 0.99934
  4s1/2: -1.4548, 2.10125, -0.70035, 0.99991
  5s1/2: -0.1044, 22.32910, -7.44298, 0.99999
  2p1/2: -72.0197, 0.02674, -0.00888, 0.99622
  3p1/2: -9.5926, 0.28320, -0.09435, 0.99951
  4p1/2: -0.8228, 2.78194, -0.92727, 0.99995
  2p3/2: -69.5108, 0.02814, -0.01856, 0.98940
  3p3/2: -9.2073, 0.29528, -0.19663, 0.99885
  4p3/2: -0.7797, 2.91265, -1.94154, 0.99988
  3d3/2: -4.6876, 0.30125, -0.20067, 0.99917
  3d5/2: -4.6204, 0.30564, -0.30506, 0.99810
Sr total <r^2> = 71.6605 bohr^2
Sr xi from negative-energy states = -11.94162 a.u.
Sr xi from Langevin formula = -11.94342 a.u.
Sr relative difference = -1.51e-04
Sr xi with frozen no-pair projector = 3.790e-04 a.u.
Sr xi complete = -11.94124 a.u.
Sr xi complete = -942.29 x 10^-30 J/T^2
Sr share of 5s shell in negative part = 62.33 percent
```
